# Entropy loss on precursor dimerisation: translation, rotation and six new vibrations

## What dimensions and symmetry fix

Let two identical precursor molecules M combine in an ideal gas, $2\mathrm M\rightleftharpoons\mathrm D$. Two free nonlinear rigid monomers have twelve coordinates and twelve momenta. So has the dimer, because binding restricts coordinates but removes none. In classical statistics the momentum integrals on the two sides are therefore the same, and masses and Planck's constant cancel from the equilibrium constant. What remains is the ratio of one dimer's number density to the square of the monomer density, which has the dimension of a volume.

That volume is set by the room that one monomer has beside the other. Call $v$ the Boltzmann-weighted integral over relative position and orientation in one potential well, with the energy measured from the bottom of the well. A free orientation covers $8\pi^2$, so the volume is $w\,v/(8\pi^2)$ times the Boltzmann factor of the well depth, where $w$ is a pure number that counts equivalent ways of binding. The Boltzmann factor expresses the binding energy and drops out of the entropy, as shown below. In a harmonic well each of the six relative coordinates spreads as $T^{1/2}$, so $v\propto T^3$. Comparison with the volume per molecule at the standard pressure $p^\circ$, which is $kT/p^\circ$, gives the form

$$\Delta S^\circ_{\rm cl}=R\left[\ln\frac{w\,p^\circ v}{8\pi^2kT}+b\right],$$

with $b$ a number. Two derivations follow. The first divides the entropy into translation, rotation and vibration. The second integrates over relative positions directly and gives $w=\sigma_M^2/\sigma_D$ and $b=2$, where $\sigma_M$ and $\sigma_D$ are the rotational symmetry numbers.

All entropies are per mole of dimer formed. The monomers are rigid and have a nondegenerate electronic ground state, so internal vibrational and electronic entropies cancel. If the monomers deform on binding, the change of their internal entropy must be added.

## First derivation: molecular partition functions

**Counting modes.** The dimer uses three of the twelve coordinates for translation and three for rotation. Six are left as vibrations of one monomer against the other. Counting atoms gives the same number: for monomers of $n$ atoms, the dimer has $3(2n)-6=2(3n-6)+6$ vibrations.

**Translation.** For a molecule of mass $m$, the momentum integral gives $q=V/\Lambda^3$ with $\Lambda=h/\sqrt{2\pi mkT}$. For $N$ identical molecules $Q=q^N/N!$. Stirling's formula and the energy $U=\tfrac32NkT$ give

$$S=k\ln Q+\frac UT=Nk\left[\ln\frac{V}{N\Lambda^3}+1+\frac32\right].$$

The 1 comes from $N!$. Since $V/N=kT/p^\circ$, the molar value is

$$S_{\rm tr}=R\left[\ln y+\tfrac52\right],\qquad y=\frac{kT}{p^\circ\Lambda^3}.$$

The dimer has mass $2m$, so $\Lambda_D=\Lambda_M/\sqrt2$ and $y_D=2^{3/2}y_M$. Subtracting two monomers from one dimer,

$$\Delta S_{\rm tr}=R\left[\ln y_M+\tfrac32\ln2+\tfrac52-2\ln y_M-5\right]=-R\left[\ln y_M+\tfrac52-\tfrac32\ln2\right].$$

**Rotation.** Let $\dot\theta$ stand for the three Euler-angle velocities. The angular velocity is $\omega=A\dot\theta$, where the columns of $A$ are unit vectors along the three rotation axes: the fixed axis, the line of nodes and the body axis. Their triple product has magnitude $\sin\theta$, with $\theta$ the angle between the first and last axes. The kinetic energy $\tfrac12\omega^TI\omega$ gives the canonical momenta $p=A^TL$ with $L=I\omega$, hence $d^3p=\sin\theta\,d^3L$. The angles then integrate to $8\pi^2$, and

$$r=\frac{8\pi^2}{h^3}\int d^3L\,e^{-L^TI^{-1}L/2kT}=8\pi^2\left(\frac{kT}{2\pi\hbar^2}\right)^{3/2}\sqrt{\det I}=\sqrt{\frac{\pi T^3}{\Theta_A\Theta_B\Theta_C}},$$

where $\Theta_i=\hbar^2/(2I_ik)$ for each principal moment $I_i$.

A rotation that brings the molecule onto itself permutes identical nuclei. If there are $\sigma$ such rotations, including the identity, nuclear statistics retains the states selected by the projector $\sigma^{-1}\sum_g(\pm g)$. For $T\gg\Theta_i$ the identity dominates the trace, since the other terms add rotational states with oscillating phases. The rotational partition function is then $r/\sigma$. The identity also yields the total number of nuclear-spin states, which is the same for the dimer as for two monomers and cancels. Because $r\propto T^{3/2}$, the rotational energy is $\tfrac32RT$, and

$$S_{\rm rot}=R\left[\ln\frac r\sigma+\frac32\right],\qquad
\Delta S_{\rm rot}=R\left[\ln\frac{\sigma_M^2}{\sigma_D}+\ln\frac{r_D}{r_M^2}-\frac32\right].$$

**The six vibrations.** Describe a small motion by an overall displacement $\eta=(t,\varphi)$ of the whole dimer about its centre of mass and an additional displacement $s$ of monomer 2, consisting of a translation and a rotation. The overall part leaves the potential unchanged, so near the minimum $U=\tfrac12s^TF_6s$. Here $F_6$ is the $6\times6$ Hessian for moving monomer 2 with monomer 1 held fixed. The kinetic energy is

$$\tfrac12\dot\eta^TA_0\dot\eta+\dot\eta^TB_0\dot s+\tfrac12\dot s^TC_0\dot s.$$

Completing the square in $\dot\eta$ separates motion with zero total linear and angular momentum, and leaves $\tfrac12\dot s^T\mu\dot s$ with $\mu=C_0-B_0^TA_0^{-1}B_0$. The modes obey $F_6s=\omega^2\mu s$, which has six positive roots if every relative displacement costs energy.

Each oscillator, with energy counted from its ground level, has $q=(1-e^{-x})^{-1}$, where $x=\hbar\omega/kT$, and mean energy $\hbar\omega/(e^x-1)$. Therefore

$$S_{\rm vib,6}=R\sum_{i=1}^6\left[\frac{x_i}{e^{x_i}-1}-\ln(1-e^{-x_i})\right].$$

The first form of the result is

$$\boxed{\Delta S^\circ=\Delta S_{\rm tr}+\Delta S_{\rm rot}+S_{\rm vib,6}}$$

The first two terms are the cost of replacing two free bodies by one. The third is positive, because the lost freedom partly survives as vibration. If all six modes become very stiff at fixed dimer shape, $x_i\to\infty$, the third term vanishes and the full translational and rotational loss remains.

## Second derivation: two labelled monomers

**Equivalent wells.** Label the monomers and their nuclei, and integrate over the classical phase space of the pair. Each physical state is then counted $2\sigma_M^2$ times: $\sigma_M$ times for each monomer's rotations and twice for exchange of the monomers. The integral must be divided by this number.

The same $2\sigma_M^2$ relabellings carry one labelled dimer into others. Those equivalent to a rotation of the whole dimer give the same structure back, and there are $\sigma_D$ of them. The number of distinct labelled wells is therefore

$$n_w=\frac{2\sigma_M^2}{\sigma_D}.$$

Dividing by $2\sigma_M^2$ leaves $1/\sigma_D$ per dimer. The exchange factor 2 has cancelled, and a further factor $\tfrac12$ for identical monomers would count the exchange twice.

This counting assumes one achiral structure whose monomers keep their own atoms. If achiral monomers form a chiral dimer, its mirror image is a separate set of wells, and counting both hands adds $R\ln2$.

**Momenta cancel.** Let $P$ be the momentum factor of one monomer,

$$P=\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}\left(\frac{kT}{2\pi\hbar^2}\right)^{3/2}\sqrt{\det I_M}.$$

Then $q_M=8\pi^2VP/\sigma_M$. In the dimer, monomer 1 ranges over $8\pi^2V$, while monomer 2 ranges over one well for each labelled structure:

$$q_D=\frac{n_w}{2\sigma_M^2}\,P^2\,8\pi^2V\,v\,e^{D_e/kT},$$

where $D_e$ is the well depth relative to separated monomers. It follows that

$$\frac{q_D/V}{(q_M/V)^2}=\frac{n_w}{2}\frac{v}{8\pi^2}e^{D_e/kT}=\frac{\sigma_M^2}{\sigma_D}\frac{v}{8\pi^2}e^{D_e/kT}.$$

For small displacements the orientational measure is $d^3\varphi$, and the Gaussian integral over six coordinates is

$$v=\int d^6s\,e^{-s^TF_6s/2kT}=\frac{(2\pi kT)^3}{\sqrt{\det F_6}}.$$

**Entropy from the equilibrium constant.** With $\mu_{\rm chem}=-kT\ln(q/N)$ for each species, the condition $\mu_D=2\mu_M$ on the chemical potentials gives $N_D/N_M^2=q_D/q_M^2$. Since $p_j=N_jkT/V$,

$$K_p=\frac{p_D/p^\circ}{(p_M/p^\circ)^2}=\frac{p^\circ}{kT}\frac{q_D/V}{(q_M/V)^2}.$$

The factor $v/T$ grows as $T^2$, so $\ln K_p=\ln(aT^2)+D_e/kT$ with $a$ constant. From $\Delta G^\circ=-RT\ln K_p$,

$$\Delta S^\circ=-\frac{d\Delta G^\circ}{dT}=R\frac{d}{dT}(T\ln K_p)=R[\ln(aT^2)+2].$$

The binding energy drops out because $T\cdot D_e/kT$ is constant. Thus

$$\boxed{\Delta S^\circ_{\rm cl}=R\left[\ln\left(\frac{\sigma_M^2}{\sigma_D}\frac{p^\circ v}{8\pi^2kT}\right)+2\right]}$$

A lower reference pressure makes the loss larger, since the free monomers then have more room to lose.

## Why the two results agree

The full mass matrix in the separate monomer coordinates has determinant $(m^3\det I_M)^2$. In the coordinates $(\eta,s)$, monomer 1 moves by $t+\varphi\times c_1$ and turns by $\varphi$, with $c_1$ its centre relative to that of the dimer. Monomer 2 moves likewise, plus $s$. This change of coordinates has unit determinant. The overall block $A_0$ has determinant $(2m)^3\det I_D$, so completing the square gives

$$(m^3\det I_M)^2=(2m)^3\det I_D\,\det\mu.$$

Since $\prod\omega_i^2=\det F_6/\det\mu$,

$$\prod_{i=1}^6\omega_i=\sqrt{\det F_6}\,\frac{(2m)^{3/2}\sqrt{\det I_D}}{m^3\det I_M}.$$

Now take the classical oscillator factor $kT/\hbar\omega_i$ in the first derivation. Apart from $e^{D_e/kT}$, its ratio of partition functions is

$$\frac{\sigma_M^2}{\sigma_D}\,
\frac{(2m)^{3/2}\sqrt{\det I_D}}{8\pi^2m^3\det I_M}
\left(\frac{2\pi\hbar^2}{kT}\right)^3
\frac{(kT/\hbar)^6}{\prod\omega_i}
=\frac{\sigma_M^2}{\sigma_D}\frac{(2\pi kT)^3}{8\pi^2\sqrt{\det F_6}}.$$

This is the second result. A heavier monomer changes the translational, rotational and vibrational terms separately, but not their classical sum. The constants also agree: $-\tfrac52-\tfrac32+6=2$. The same sum is the classical heat-capacity change, $\Delta C_p=2R$.

For small $x$, the oscillator entropy is $R[1-\ln x+x^2/24+\dots]$. The leading quantum correction to the classical total is therefore $+R\sum x_i^2/24$.

## A model precursor at 400 K

Take a planar molecule MX₃ with round parameters: M has mass 50 u, each X has 20 u, and the M–X bond is 2.0 Å. Two monomers lie in parallel planes 2.4 Å apart. Each M faces one X of the other monomer, which makes two bridges. A spring of 60 N/m acts on each bridge and one of 2 N/m on each of the other fourteen intermolecular atom pairs, all unstrained at this geometry. The standard pressure is 1 bar.

The monomer has $\sigma_M=6$: three rotations about its threefold axis, counting the identity, and three half-turns in its plane. The dimer has one half-turn besides the identity, so $\sigma_D=2$. The well count is $2\cdot6^2/2=36$. It can also be read from the structure: three choices of bridging X and two of face on each monomer give $3\cdot3\cdot2\cdot2=36$.

**Translation.** The monomer mass is 110 u, $\Lambda_M=0.08323$ Å and $kT/p^\circ=55226$ Å³. Hence $\ln y_M=18.378$ and

$$\Delta S_{\rm tr}=-R(18.378+2.5-1.040)=-164.9\ \mathrm{J/(mol\,K)}.$$

**Rotation.** The monomer's rotational temperatures are 0.2021, 0.2021 and 0.1011 K. Those of the dimer are 0.0684, 0.0312 and 0.0269 K. All are far below 400 K, as the classical formula requires. They give 99.9 J/(mol K) for each monomer and 126.8 J/(mol K) for the dimer, so

$$\Delta S_{\rm rot}=126.8-2(99.9)=-73.0\ \mathrm{J/(mol\,K)}.$$

This contains the positive symmetry term $R\ln(36/2)=24.0$ J/(mol K). Without it the rotational change would be $-97.0$ J/(mol K).

**Vibration.** Numerical diagonalisation of the rigid-body problem gives these modes:

| Wavenumber (cm⁻¹) | Entropy (J/(mol K)) |
|---:|---:|
| 35.5 | 25.4 |
| 54.6 | 21.9 |
| 67.0 | 20.2 |
| 76.8 | 19.0 |
| 192.7 | 11.5 |
| 272.9 | 8.8 |

Their sum is 106.8 J/(mol K), of which the four softest modes supply 86.5. The total is

$$\Delta S^\circ=-164.9-73.0+106.8=-131.1\ \mathrm{J/(mol\,K)}=-15.77\,R.$$

The vibrations recover 45 % of the translational and rotational loss of 237.9 J/(mol K). At 400 K, $\Delta G^\circ=0$ requires $\Delta H^\circ=T\Delta S^\circ=-52.4$ kJ/mol. A more negative enthalpy favours the dimer at standard pressure.

**The second route.** The Hessian gives $v=0.004361$ Å³, with angles in radians. Then

$$\Delta S^\circ_{\rm cl}=R\left[\ln\frac{18\times0.004361}{8\pi^2\times55226}+2\right]=R(-17.833+2)=-131.6\ \mathrm{J/(mol\,K)}.$$

The quantum result is higher by 0.56 J/(mol K), with the sign of the $x^2/24$ term. Since that term scales as the square of the wavenumber, the two stiffest modes supply about 88 % of it. The heat-capacity change is $1.87R$, somewhat below the classical $2R$, because the stiff modes are not fully excited.

## What each derivation assumes

The first derivation treats the six vibrations quantum mechanically, but needs them harmonic and separate from overall rotation. Its weak point is the softest modes. In the classical regime, halving one wavenumber raises the entropy by $R\ln2=5.8$ J/(mol K), so an error of that size in one soft mode is about ten times the quantum correction found here.

The second derivation is classical, but its $v$ need not be Gaussian: the integral can be taken over the true potential within the well. The entropy then follows from $R\,d(T\ln K_p)/dT$ with the actual temperature dependence of $v$. The model springs never break, so the size of their anharmonic correction belongs to the model and not to a real bridged dimer. They also have a second minimum of zero energy, with monomer 2 on the other face of monomer 1, which is not part of $v$. The integral over the one well was estimated by Monte Carlo sampling from a Gaussian 15 % wider than the harmonic distribution, with 400,000 reweighted points in ten batches. At 400 K this sampling gives 1.06 times the harmonic value and an entropy correction of $+0.5$ J/(mol K).

Both numbers are too low, although the batch error of the entropy is only 0.1 J/(mol K). The warning sign is the batch scatter of the integral, roughly ten times that found at 4 K with equally many points: a few points carry very large weights. They lie in the tails of the well, where the Gaussian places too few points. Sampling from a multivariate Student distribution, which has heavier tails, gives a ratio of 1.08 and an entropy correction of about $+1.3$ J/(mol K), uncertain by about 0.1 J/(mol K). This agrees with the $2R\ln1.08\approx1.3$ J/(mol K) expected if the correction to $\ln v$ is linear in $T$. A small batch error alone does not show that the tails have been sampled.

Both derivations need a well-defined dimer. As the stiffness against a relative rotation falls towards zero, the harmonic $v$ diverges, although the true angular range is finite. A nearly free internal rotation must then be integrated over its real range. If the well is so shallow that the integral depends on where the dimer is taken to end, the division into monomers and dimers is itself a convention.

Rigidity is the other shared assumption. If the monomers relax until the four bridge bonds become equal and the dimer acquires D₂h symmetry, then $\sigma_D=4$. Some of its rotations now exchange ligands that came from different monomers, so the well count must use permutations of all like nuclei, but the factor $1/\sigma_D$ remains. The symmetry term falls by $R\ln2=5.8$ J/(mol K). The moments of inertia, the six intermolecular modes and the internal vibrations change too, and the total has to be recalculated from the relaxed structure.
